# Time-reversal symmetry of the scattering matrix and the protected transmission channel: a numerical check

```python
"""
Result under test: if H commutes with an antiunitary Theta, Theta^2 = eta,
and outgoing modes are defined as Theta(incoming modes) with unit flux, then
S^T = eta S.  For eta = -1 and an odd number N of incoming modes in a lead,
the reflection block r is singular: one transmission eigenvalue equals 1.

Symbols: S scattering matrix, r reflection block, t transmission block,
T eigenvalues of t^dagger t, B backscattering matrix of helical modes,
s singular value of B, v mode speed, E energy, L length of the scatterer.
Lattice energies are in units of the hopping.
"""
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import hbar, e, h

meV, nm = 1e-3 * e, 1e-9
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def dev(a, b):
    return np.max(np.abs(a - b))


def transmissions(t):
    return np.linalg.svd(t, compute_uv=False) ** 2


# ---------- disordered lattice strip between two clean leads ----------
def strip_S(with_spin, flux=0.0, right_shift=0.0, energy=0.3,
            width=3, length=5, seed=7):
    """S from the lattice Schroedinger equation with open boundaries.
    Returns S in fixed spin basis, S in Theta-paired basis,
    velocities of open modes, number of incoming modes on the left."""
    rng = np.random.default_rng(seed)
    d = 2 if with_spin else 1
    m = width * d
    size = (length + 2) * m
    clean = -(np.eye(width, k=1) + np.eye(width, k=-1))
    H = np.zeros((size, size), complex)
    for j in range(length + 2):
        site = rng.uniform(-2, 2, width)
        if j == 0:
            site = np.zeros(width)
        if j == length + 1:
            site = np.full(width, right_shift)
        sl = slice(j * m, (j + 1) * m)
        H[sl, sl] = np.kron(clean + np.diag(site), np.eye(d))
        if j <= length:
            rows = []
            for y in range(width):
                g = 0.4 * rng.normal(size=3)
                hop = -np.eye(d, dtype=complex)
                if with_spin:
                    hop = hop - 1j * np.tensordot(g, PAULI, axes=1)
                rows.append(hop * np.exp(1j * flux * y))
            nx = slice((j + 1) * m, (j + 2) * m)
            X = block_diag(*rows)
            H[sl, nx] = X
            H[nx, sl] = X.conj().T
    A = energy * np.eye(size) - H
    eps, chi = np.linalg.eigh(clean)
    ports, speeds, counts = [], [], []
    for start, shift in ((0, 0.0), (size - m, right_shift)):
        c = ((eps + shift - energy) / 2).astype(complex)
        opened = np.abs(c) < 1
        # outgoing or decaying factor per lattice step
        lam = np.where(opened, c + 1j * np.sqrt(1 - c**2),
                       c - np.sign(c.real) * np.sqrt(c**2 - 1))
        sl = slice(start, start + m)
        A[sl, sl] += np.kron(chi @ np.diag(lam) @ chi.T, np.eye(d))
        vel = 2 * lam.imag[opened]
        P = np.zeros((size, d * len(vel)), complex)
        P[sl] = np.kron(chi[:, opened] * np.sqrt(vel), np.eye(d))
        ports.append(P)
        speeds.append(np.repeat(vel, d))
        counts.append(d * len(vel))
    P = np.hstack(ports)
    S = 1j * P.T @ np.linalg.solve(A, P) - np.eye(P.shape[1])
    paired = S
    if with_spin:
        paired = np.kron(np.eye(len(S) // 2), [[0, -1], [1, 0]]) @ S
    return S, paired, np.concatenate(speeds), counts[0]


print("Lattice strip, energies in units of the hopping, E = 0.3")
for with_spin, eta, name in ((False, 1, "spinless"), (True, -1, "spin 1/2")):
    for shift in (0.0, 1.2):
        S0, S, vel, nl = strip_S(with_spin, right_shift=shift)
        assert dev(S.conj().T @ S, np.eye(len(S))) < 1e-10
        assert dev(S.T, eta * S) < 1e-10
        Sp = strip_S(with_spin, flux=0.5, right_shift=shift)[1]
        Sm = strip_S(with_spin, flux=-0.5, right_shift=shift)[1]
        assert dev(Sp.T, eta * Sp) > 1e-2
        assert dev(Sp.T, eta * Sm) < 1e-10
        Tm = transmissions(S[nl:, :nl])
        assert Tm[0] < 1 - 1e-4
        if with_spin:
            sy = np.kron(np.eye(len(S) // 2), PAULI[1])
            assert dev(S0, sy @ S0.T @ sy) < 1e-10
            assert dev(S0.T, -S0) > 1e-2
            rs = np.linalg.svd(S[:nl, :nl], compute_uv=False)
            assert dev(rs[0::2], rs[1::2]) < 1e-9
        else:
            raw = S * np.sqrt(vel)[None, :] / np.sqrt(vel)[:, None]
            assert dev(raw, raw.T) > 1e-2
        print(f" {name}: incoming modes left {nl}, right {len(S) - nl}")
        print("  T eigenvalues:", np.array2string(Tm, precision=4))
        print(f"  max|S^T - eta S|: no flux {dev(S.T, eta * S):.0e},"
              f" flux 0.5 rad {dev(Sp.T, eta * Sp):.3f}")
        if not with_spin:
            print(f"  same without flux normalization {dev(raw, raw.T):.3f}")


# ---------- helical modes: N right movers and their Theta partners ----------
def theta_matrix(n):
    return np.kron(np.array([[0, -1], [1, 0]]), np.eye(n))


def helical_S(energy, segments, speeds):
    """Integrate -i hbar V psi' + W psi = E psi over piecewise constant W."""
    n = len(speeds)
    root = np.sqrt(np.concatenate([speeds, speeds]))
    direction = np.diag([1.0] * n + [-1.0] * n)
    M = np.eye(2 * n, dtype=complex)
    for W, length in segments:
        K = (energy * np.eye(2 * n) - W) / np.outer(root, root)
        M = expm(1j / hbar * length * direction @ K) @ M
    M11, M12, M21, M22 = M[:n, :n], M[:n, n:], M[n:, :n], M[n:, n:]
    inv = np.linalg.inv(M22)
    r = -inv @ M21
    # On the right the incoming mode is a left mover; Theta of it is
    # minus the right mover, hence the minus signs in the lower row.
    return np.block([[r, inv], [-(M11 + M12 @ r), -M12 @ inv]])


rng = np.random.default_rng(11)
print("Random helical scatterers: smallest reflection eigenvalue")
for n in range(1, 6):
    U = theta_matrix(n)
    speeds = rng.uniform(4e5, 6e5, n)
    good, bad = [], []
    for _ in range(4):
        W0 = rng.normal(size=(2 * n, 2 * n)) + 1j * rng.normal(size=(2 * n, 2 * n))
        W0 = (W0 + W0.conj().T) / 2 * 2 * meV
        good.append(((W0 + U @ W0.conj() @ U.T) / 2, 50 * nm))
        bad.append((W0, 50 * nm))
    S = helical_S(1 * meV, good, speeds)
    Sb = helical_S(1 * meV, bad, speeds)
    for X in (S, Sb):
        assert dev(X.conj().T @ X, np.eye(2 * n)) < 1e-8
    assert dev(S.T, -S) < 1e-8
    assert dev(Sb.T, -Sb) > 1e-2
    sv = np.linalg.svd(S[:n, :n], compute_uv=False)
    svb = np.linalg.svd(Sb[:n, :n], compute_uv=False)
    pairs = n // 2
    assert dev(np.append(sv[0:2 * pairs:2], 0),
               np.append(sv[1:2 * pairs:2], 0)) < 1e-8
    if n % 2:
        assert sv[-1] < 1e-8
    else:
        assert sv[-1] > 1e-4
    assert svb[-1] > 1e-4
    print(f" N={n}: Theta kept {sv[-1]**2:.1e}, broken {svb[-1]**2:.1e}")

# flux form changes sign (and is conjugated) under Theta
U = theta_matrix(4)
W0 = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
W0 = W0 + W0.conj().T
Hs = W0 + U @ W0.conj() @ U.T
region = np.kron(np.eye(2), np.diag([1, 1, 0, 0]))
f, g = rng.normal(size=(2, 8)) + 1j * rng.normal(size=(2, 8))


def flux_form(a, b):
    return 1j * (a.conj() @ region @ Hs @ b - (Hs @ a).conj() @ region @ b)


assert abs(flux_form(f, g)) > 1e-2
assert abs(flux_form(U @ f.conj(), U @ g.conj()) + np.conj(flux_form(f, g))) < 1e-10


# ---------- number of incoming modes in a periodic lattice lead ----------
def incoming_modes(keep_theta):
    n = 3
    U = theta_matrix(n)
    a, b = rng.normal(size=(2, 6, 6)) + 1j * rng.normal(size=(2, 6, 6))
    a = a + a.conj().T
    if keep_theta:
        a = (a + U @ a.conj() @ U.T) / 2
        b = (b + U @ b.conj() @ U.T) / 2
    comp = np.block([[np.zeros((6, 6)), np.eye(6)],
                     [-np.linalg.solve(b, b.conj().T),
                      -np.linalg.solve(b, a - 0.3 * np.eye(6))]])
    lam = np.linalg.eigvals(comp)
    total = int(np.sum(np.abs(np.abs(lam) - 1) < 1e-7))
    assert total % 2 == 0
    return total // 2


with_theta = {incoming_modes(True) for _ in range(200)}
without = {incoming_modes(False) for _ in range(200)}
assert all(k % 2 == 0 for k in with_theta) and max(with_theta) > 0
assert any(k % 2 == 1 for k in without)
print("Incoming modes found in 200 random lattice leads each:")
print(" Theta^2=-1 kept:", sorted(with_theta), " broken:", sorted(without))


# ---------- worked example: three helical mode pairs ----------
def uniform_S(B, energy, length, speed):
    n = len(B)
    W = np.block([[np.zeros((n, n)), B], [B.conj().T, np.zeros((n, n))]])
    return helical_S(energy, [(W, length)], np.full(n, speed))


def T_formula(s, energy, length, speed):
    q = np.sqrt(s**2 - energy**2) / (hbar * speed)
    return 1 / (1 + s**2 * np.sinh(q * length)**2 / (s**2 - energy**2))


v, E, L = 5e5, 1 * meV, 200 * nm
B = np.array([[0, 2, 1], [-2, 0, 2], [-1, -2, 0]]) * meV
s = np.linalg.svd(B, compute_uv=False)
S = uniform_S(B, E, L, v)
r, t = S[:3, :3], S[3:, :3]
q = np.sqrt(s[0]**2 - E**2) / (hbar * v)
r_formula = (-1j * B.T * np.sinh(q * L)
             / (hbar * v * q * np.cosh(q * L) - 1j * E * np.sinh(q * L)))
T = transmissions(t)
Tp = T_formula(s[0], E, L, v)
u = np.array([2, -1, 2]) / 3
assert dev(S.T, -S) < 1e-10
assert dev(r, r_formula) < 1e-10
assert dev(T, np.array([1, Tp, Tp])) < 1e-10
assert np.linalg.norm(r @ u) < 1e-10 and abs(np.linalg.norm(t @ u) - 1) < 1e-10
G0 = e**2 / h
print("Worked example: three helical mode pairs")
print(f" v = {v:.1e} m/s, E = {E/meV:.1f} meV, L = {L/nm:.0f} nm")
print(f" hbar v = {hbar*v/(meV*nm):.2f} meV nm")
print(" singular values of B (meV):", np.round(s / meV, 6))
print(f" hbar v q = {hbar*v*q/meV:.4f} meV, q L = {q*L:.4f}")
print(f" sinh(qL) = {np.sinh(q*L):.4f}, cosh(qL) = {np.cosh(q*L):.4f}")
for i, j in ((0, 1), (0, 2), (1, 2)):
    print(f" r{i+1}{j+1} = {r[i, j]:.4f}, r{j+1}{i+1} = {r[j, i]:.4f}")
print(f" |r u| for u=(2,-1,2)/3: {np.linalg.norm(r @ u):.0e}")
print(f" T eigenvalues: {T[0]:.6f} {T[1]:.6f} {T[2]:.6f}")
print(f" pair T from closed formula: {Tp:.6f}")
print(f" G = {T.sum():.4f} e^2/h = {T.sum()*G0*1e6:.3f} microsiemens")
print(f" e^2/h = {G0*1e6:.3f} microsiemens")

long_T = transmissions(uniform_S(B, E, 1000 * nm, v)[3:, :3])
long_pair = T_formula(s[0], E, 1000 * nm, v)
assert dev(long_T, np.array([1, long_pair, long_pair])) < 1e-7
print(f" L = 1000 nm: pair T = {long_pair:.3e}, G = {long_T.sum():.6f} e^2/h")

two_T = transmissions(uniform_S(B[:2, :2], E, L, v)[2:, :2])
assert dev(two_T, T_formula(2 * meV, E, L, v)) < 1e-10 and two_T[0] < 0.99
print(f" channels 1,2 only (s = 2 meV): T = {two_T[0]:.6f} {two_T[1]:.6f}")

mag = 1.5 * meV
Sm = uniform_S(B + mag * np.eye(3), E, L, v)
mag_T = transmissions(Sm[3:, :3])
s_big = np.sqrt(s[0]**2 + mag**2)
expected = np.array([T_formula(mag, E, L, v)] + 2 * [T_formula(s_big, E, L, v)])
assert dev(mag_T, expected) < 1e-10
assert mag_T[0] < 0.99 and dev(Sm.T, -Sm) > 1e-2
print(f" time-odd term m = {mag/meV:.1f} meV: s = {mag/meV:.4f}, {s_big/meV:.4f} meV")
print(f"  T = {mag_T[0]:.6f} {mag_T[1]:.6f} {mag_T[2]:.6f},"
      f" G = {mag_T.sum():.4f} e^2/h")
print("finished without a failed check")
```

Output:

```
Lattice strip, energies in units of the hopping, E = 0.3
 spinless: incoming modes left 3, right 3
  T eigenvalues: [0.4491 0.1706 0.0074]
  max|S^T - eta S|: no flux 1e-15, flux 0.5 rad 1.339
  same without flux normalization 0.428
 spinless: incoming modes left 3, right 2
  T eigenvalues: [0.2886 0.1555]
  max|S^T - eta S|: no flux 6e-16, flux 0.5 rad 1.375
  same without flux normalization 0.412
 spin 1/2: incoming modes left 6, right 6
  T eigenvalues: [0.4225 0.4225 0.2879 0.2879 0.017  0.017 ]
  max|S^T - eta S|: no flux 7e-16, flux 0.5 rad 0.912
 spin 1/2: incoming modes left 6, right 4
  T eigenvalues: [0.4243 0.4243 0.1476 0.1476]
  max|S^T - eta S|: no flux 8e-16, flux 0.5 rad 1.058
Random helical scatterers: smallest reflection eigenvalue
 N=1: Theta kept 0.0e+00, broken 4.7e-01
 N=2: Theta kept 1.7e-01, broken 7.9e-02
 N=3: Theta kept 1.8e-33, broken 1.1e-01
 N=4: Theta kept 2.7e-01, broken 1.7e-01
 N=5: Theta kept 1.0e-33, broken 2.9e-02
Incoming modes found in 200 random lattice leads each:
 Theta^2=-1 kept: [0, 2, 4, 6]  broken: [0, 1, 2, 3]
Worked example: three helical mode pairs
 v = 5.0e+05 m/s, E = 1.0 meV, L = 200 nm
 hbar v = 329.11 meV nm
 singular values of B (meV): [3. 3. 0.]
 hbar v q = 2.8284 meV, q L = 1.7189
 sinh(qL) = 2.6994, cosh(qL) = 2.8787
 r12 = -0.1981+0.5974j, r21 = 0.1981-0.5974j
 r13 = -0.0990+0.2987j, r31 = 0.0990-0.2987j
 r23 = -0.1981+0.5974j, r32 = 0.1981-0.5974j
 |r u| for u=(2,-1,2)/3: 8e-17
 T eigenvalues: 1.000000 0.108722 0.108722
 pair T from closed formula: 0.108722
 G = 1.2174 e^2/h = 47.164 microsiemens
 e^2/h = 38.740 microsiemens
 L = 1000 nm: pair T = 1.219e-07, G = 1.000000 e^2/h
 channels 1,2 only (s = 2 meV): T = 0.321535 0.321535
 time-odd term m = 1.5 meV: s = 1.5000, 3.3541 meV
  T = 0.508404 0.071974 0.071974, G = 0.6524 e^2/h
finished without a failed check
```
